# Umklapp Images of the Fermi Sphere and the Lock-Crisp-West Theorem

## 1. Two plane waves

Take one electron in a weak periodic potential, and keep two plane waves, with momenta $\mathbf p$ and $\mathbf p'=\mathbf p-\mathbf G$, where $\mathbf G$ is a reciprocal lattice vector. In Hartree atomic units the free energies are $E_p=p^2/2$ and $E_{p'}$. The potential couples the two waves through its Fourier coefficient $V$. With energies measured from the mean of $E_p$ and $E_{p'}$, the Hamiltonian is

$$H=\begin{pmatrix}\xi & V\\ V^* & -\xi\end{pmatrix},\qquad \xi=\tfrac12(E_p-E_{p'}).$$

Its eigenvalues are $\pm R$ with $R=\sqrt{\xi^2+|V|^2}$. For the lower one, the first row gives $(\xi+R)c_p+Vc_{p'}=0$, so $|c_{p'}|^2=(\xi+R)^2|c_p|^2/|V|^2$. Normalization and the identity $|V|^2=(R-\xi)(R+\xi)$ then give

$$|c_p|^2=\frac{|V|^2}{|V|^2+(R+\xi)^2}=\frac{R-\xi}{(R-\xi)+(R+\xi)}=\frac12\left(1-\frac{\xi}{R}\right).\tag{1}$$

The weight on $\mathbf p'$ is $\frac12(1+\xi/R)$. Let $\mathbf p$ be the wave of higher energy, with $\xi\gg|V|$. Then $\xi/R\approx1-|V|^2/2\xi^2$, and

$$|c_p|^2\approx\frac{|V|^2}{4\xi^2}=\frac{|V|^2}{(E_p-E_{p'})^2}.\tag{2}$$

An electron that is nearly the plane wave $\mathbf p'$ is thus found with a small probability at $\mathbf p'+\mathbf G$. This is an umklapp component. Its weight is the squared ratio of the potential coefficient to the energy denominator, so the denominator is squared as well.

Now add the occupations. If the lower state alone is filled, the two momenta hold $\frac12(1-\xi/R)+\frac12(1+\xi/R)=1$ electron. If both states are filled, each momentum holds one electron, whatever $V$ is, because the upper state has the complementary weights. In both cases the sum over the two momenta counts the filled states and has forgotten the potential. The Lock-Crisp-West theorem extends this to all plane waves.

## 2. Momentum density of a crystal

Let independent electrons move in a static local potential with the period of the lattice,

$$V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad V_{\mathbf 0}=0,\qquad V_{-\mathbf G}=V_{\mathbf G}^*.$$

The last relation holds because $V(\mathbf r)$ is real. The temperature is zero and one spin direction is counted. In a box of volume $\Omega$ a Bloch state of band $\nu$ is

$$\psi_{\nu\mathbf k}=\frac1{\sqrt\Omega}\sum_{\mathbf G}c_{\nu\mathbf G}(\mathbf k)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{\nu\mathbf G}(\mathbf k)|^2=1.\tag{3}$$

The momentum density $n(\mathbf p)$ is the mean occupation of the plane wave $\mathbf p$, a number between 0 and 1. Each $\mathbf p$ can be written as $\mathbf k+\mathbf G$ with $\mathbf k$ in the first Brillouin zone, and only Bloch states with that $\mathbf k$ contribute:

$$n(\mathbf k+\mathbf G)=\sum_\nu\theta(\mu-\varepsilon_{\nu\mathbf k})\,|c_{\nu\mathbf G}(\mathbf k)|^2.\tag{4}$$

## 3. Second-order density

Consider the state that becomes the plane wave $\mathbf k$ when $V\to0$. Here $\mathbf k$ may lie in any zone. The Schrödinger equation for its coefficients is

$$(\varepsilon-E_{k+G})\,c_{\mathbf G}=\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}\,c_{\mathbf G'}.\tag{5}$$

To lowest order put $c_{\mathbf 0}=1$, the other coefficients on the right equal to zero, and $\varepsilon=E_k$. For $\mathbf G\neq\mathbf 0$,

$$c_{\mathbf G}=\frac{V_{\mathbf G}}{E_k-E_{k+G}},\qquad |c_{\mathbf 0}|^2=1-\sum_{\mathbf G\ne\mathbf 0}\frac{|V_{\mathbf G}|^2}{(E_k-E_{k+G})^2}.\tag{6}$$

The second relation is normalization to second order. The expansion requires $|V_{\mathbf G}|\ll|E_k-E_{k+G}|$, so $\mathbf k$ must not be close to a Bragg plane, where $|\mathbf k|=|\mathbf k+\mathbf G|$.

Let $f_{\mathbf p}=\theta(k_F-|\mathbf p|)$, and define the weight exchanged by the pair $\mathbf p,\mathbf p+\mathbf G$:

$$w_{\mathbf p,\mathbf p+\mathbf G}=\frac{|V_{\mathbf G}|^2}{(E_p-E_{p+G})^2}.$$

It is symmetric in the two momenta, since $|V_{-\mathbf G}|=|V_{\mathbf G}|$ and the denominator is squared. The plane wave $\mathbf p$ keeps the fraction $1-\sum w$ of its own state, if that is filled, and receives $w$ from each filled partner:

$$n(\mathbf p)=f_{\mathbf p}\Big(1-\sum_{\mathbf G\neq\mathbf 0}w_{\mathbf p,\mathbf p+\mathbf G}\Big)+\sum_{\mathbf G\neq\mathbf 0}f_{\mathbf p+\mathbf G}\,w_{\mathbf p,\mathbf p+\mathbf G}.$$

Collecting terms gives

$$n(\mathbf p)=f_{\mathbf p}+\sum_{\mathbf G\ne\mathbf 0}\frac{|V_{\mathbf G}|^2}{(E_p-E_{p+G})^2}\,\big(f_{\mathbf p+\mathbf G}-f_{\mathbf p}\big).\tag{7}$$

A pair with equal occupations drops out. When both members are filled this remains true near their Bragg plane, where (6) fails, because in the two-wave problem two filled states give one electron at each momentum. The dangerous denominators are those between a filled and an empty plane wave.

Equation (7) uses the undistorted sphere. It holds pointwise away from the Fermi surface and its images; section 6 treats the displacement of the surface.

## 4. The image spheres

Suppose that $k_F<G/2$ for every $\mathbf G\neq\mathbf 0$. If $|\mathbf p|<k_F$, then $|\mathbf p+\mathbf G|\ge G-k_F>k_F$, so all partners of a filled wave are empty. Spheres of radius $k_F$ about different reciprocal lattice points do not overlap, because their centres are more than $2k_F$ apart. Equation (7) then describes a slightly depleted primary sphere and separate images. In the image about $\mathbf G$, write $\mathbf p=\mathbf k+\mathbf G$ with $|\mathbf k|<k_F$. Since $E_{k+G}-E_k=\mathbf k\cdot\mathbf G+G^2/2$,

$$n(\mathbf k+\mathbf G)=\frac{|V_{\mathbf G}|^2}{(\mathbf k\cdot\mathbf G+G^2/2)^2}.\tag{8}$$

The image is a sphere in outline but is not uniform. On the line through the origin the denominator before squaring is $G(G/2-k_F)$ at the near edge, $G^2/2$ at the centre and $G(G/2+k_F)$ at the far edge. The near edge is the brightest point, because there the filled wave $\mathbf k$ lies closest to the Bragg plane.

**A bcc model.** Take one electron per atom, $a=8$ bohr, $V_{110}=0.004$ hartree (0.109 eV) and $V_{200}=0.006$ hartree (0.163 eV) for the two shells of vectors, and all other coefficients zero. The cubic cell holds two electrons, one of each spin, so

$$k_F=\left(\frac{3\pi^2\cdot2}{a^3}\right)^{1/3}=0.4872,\quad G_{110}=\frac{2\pi\sqrt2}{a}=1.1107,\quad G_{200}=\frac{4\pi}{a}=1.5708,$$

in bohr$^{-1}$. The sphere reaches 0.877 of the way to the nearest Bragg plane. At the near edge of a 110 image, $p=G_{110}-k_F=0.6235$ bohr$^{-1}$, the denominator is $1.1107\times(0.5554-0.4872)=0.0757$ hartree, and

$$n=(0.004/0.0757)^2=2.8\times10^{-3}.$$

At the centre the result is $4.2\times10^{-5}$ and at the far edge $1.2\times10^{-5}$. Diagonalization in 55 plane waves gives $2.4\times10^{-3}$, $3.8\times10^{-5}$ and $1.1\times10^{-5}$. Relative to these values the second-order results are too large by 19, 12 and 9 per cent.

The sign of the difference follows from the next term. Inserting the first-order coefficients into the right side of (5) gives

$$c_{\mathbf G}=\frac{1}{E_k-E_{k+G}}\Big[V_{\mathbf G}+\sum_{\mathbf G'\ne\mathbf 0,\mathbf G}\frac{V_{\mathbf G-\mathbf G'}V_{\mathbf G'}}{E_k-E_{k+G'}}\Big].$$

Here all coefficients are positive or zero, and every $E_k-E_{k+G'}$ is negative for $|\mathbf k|<k_F$. The paths through a third wave therefore reduce the amplitude. This changes $n$ at third order in $V$. A test at reduced potentials, at $k=0.95k_F$ along 110, found that the error of (7) falls by about a factor of eight when $V$ is halved.

## 5. How many electrons are in an image?

Let $W_{\mathbf G}$ be the fraction of the electrons found in the image about $\mathbf G$. Average (8) over the filled sphere, with $z$ the component of $\mathbf k$ along $\mathbf G$ and $b=G/2$, so that the denominator is $G^2(z+b)^2$. A slice at fixed $z$ has area $\pi(k_F^2-z^2)$, and

$$W_{\mathbf G}=\frac{3}{4\pi k_F^3}\,\frac{\pi|V_{\mathbf G}|^2}{G^2}\,I,\qquad I=\int_{-k_F}^{k_F}\frac{k_F^2-z^2}{(z+b)^2}\,dz.$$

Put $u=z+b$. The numerator becomes $(k_F^2-b^2)+2bu-u^2$, and

$$I=(k_F^2-b^2)\left[\frac1{b-k_F}-\frac1{b+k_F}\right]+2b\ln\frac{b+k_F}{b-k_F}-2k_F.$$

The bracket equals $2k_F/(b^2-k_F^2)$, so the first term is $-2k_F$. Hence

$$W_{\mathbf G}=\frac{3|V_{\mathbf G}|^2}{4k_F^3G^2}\left[2b\ln\frac{b+k_F}{b-k_F}-4k_F\right].\tag{9}$$

For a small sphere, $\ln\frac{b+k_F}{b-k_F}\approx\frac{2k_F}{b}+\frac{2k_F^3}{3b^3}$. The linear terms cancel, the bracket becomes $4k_F^3/3b^2$, and $W_{\mathbf G}\to|V_{\mathbf G}|^2/(G^2b^2)=|V_{\mathbf G}|^2/(G^2/2)^2$. This is the value at the centre of the image, as it must be when the sphere is too small for the denominator to vary.

In the model, for one 110 vector, the logarithm is $\ln(1.0426/0.0681)=2.73$ and the bracket is $3.03-1.95=1.08$. The prefactor is $3(0.004)^2/(4\times0.1157\times1.2337)=8.4\times10^{-5}$, so $W_{110}=9.1\times10^{-5}$, about twice the small-sphere value. One 200 image holds $3.1\times10^{-5}$. Although $V_{200}$ is the larger coefficient, its denominators are larger too. The 12 and 6 images together give

$$12W_{110}+6W_{200}=1.09\times10^{-3}+0.19\times10^{-3}=1.28\times10^{-3}.$$

Diagonalization, integrated over the free sphere, gives $1.11\times10^{-3}$ in these 18 images. With both potentials reduced a hundredfold, the shell sums agreed with (9) within the test tolerance of one per cent.

## 6. The true Fermi surface

The band energy to second order is $E_k+\delta\varepsilon_{\mathbf k}$. It follows from (5) at $\mathbf G=\mathbf 0$ with the coefficients (6):

$$\delta\varepsilon_{\mathbf k}=\sum_{\mathbf G\ne\mathbf 0}V_{-\mathbf G}c_{\mathbf G}=\sum_{\mathbf G\ne\mathbf 0}\frac{|V_{\mathbf G}|^2}{E_k-E_{k+G}}.$$

Let the Fermi radius in a given direction be $k_F+\delta k$ and the chemical potential $k_F^2/2+\delta\mu$. Equating energies on the surface to this order gives $k_F\,\delta k+\delta\varepsilon=\delta\mu$, so

$$\delta k=\frac{\delta\mu-\delta\varepsilon_{\mathbf k}}{k_F}.\tag{10}$$

The enclosed volume is fixed by the electron number. To first order in $\delta k$ its change is $k_F^2\int\delta k\,d\Omega_{\mathbf k}$, so the angular average of $\delta k$ vanishes and $\delta\mu$ is the average of $\delta\varepsilon$ over the sphere. With $x$ the cosine of the angle between $\mathbf k$ and $\mathbf G$,

$$\delta\mu=-\sum_{\mathbf G\neq\mathbf 0}\frac{|V_{\mathbf G}|^2}{2}\int_{-1}^{1}\frac{dx}{Gk_Fx+G^2/2}
=-\sum_{\mathbf G\neq\mathbf 0}\frac{|V_{\mathbf G}|^2}{2Gk_F}\ln\frac{b+k_F}{b-k_F}.\tag{11}$$

For the model, $\delta\mu=-6.9\times10^{-4}$ hartree, against $-6.4\times10^{-4}$ by diagonalization. The radius changes by $+9.9\times10^{-5}$ bohr$^{-1}$ along 110, $-7.4\times10^{-5}$ along 100 and $-2.6\times10^{-5}$ along 111; diagonalization gives $+8.5$, $-6.3$ and $-2.2$ in units of $10^{-5}$ bohr$^{-1}$. The surface bulges towards the nearest Bragg planes, by about two parts in ten thousand of $k_F$.

The displacement is small, but within the thin displaced shell $n$ changes by nearly one. Locally, the shell and the images are therefore both second-order effects in an integral over momentum. By (4), the step function for the lowest band is the same for every $\mathbf G$. Each image thus breaks off at the displaced surface translated by $\mathbf G$, with a jump $|c_{\mathbf G}|^2$. The jumps of all images of one Fermi-surface point, the primary included, add up to one.

## 7. Close to a Bragg plane

As $k_F\to b$ from below, the logarithm in (9) diverges. Equation (8) is reliable near the bright edge only if $|V_{\mathbf G}|\ll G(b-k_F)$. In the model this ratio is 0.053, and with two waves alone (8) would be too large by only 0.8 per cent at the near edge. The condition is necessary but not sufficient: most of the 19 per cent found in section 4 comes from the other plane waves.

Closer to the plane, (1) replaces (2). It gives the occupation of $\mathbf p$ when the lower band is filled there and the upper one is empty. On the plane the two-wave weight is one half; in the model the other plane waves lower it by only about $10^{-4}$. For $\mathbf p$ just beyond a 110 plane, on the line through the origin:

| $\xi/V$ | two waves | 55 waves | form (2) |
|---|---|---|---|
| 0 | 0.500 | 0.50 | divergent |
| 1 | 0.146 | 0.13 | 0.250 |
| 3 | 0.026 | 0.022 | 0.028 |

These are weights of the lower band. In the monovalent model itself the states so close to the plane are empty. The 55-wave column is rounded to two figures because its finite basis is centred on $\mathbf p$ and treats $\mathbf p$ and $\mathbf p'$ unequally. On the plane it gives 0.5025, although the inversion symmetry of the model makes the two weights equal there, so that neither can exceed one half. The two-wave column leaves out all other plane waves; with the potential a hundred times weaker it agreed with diagonalization within the test tolerance of 0.005.

If the lower band is filled on both sides of the plane, $n$ passes smoothly through one half over a range $\xi\sim|V|$, with no step. If the upper band is filled as well, both momenta are fully occupied in the two-wave problem and the plane leaves no mark.

## 8. The folding theorem

**Theorem (Lock, Crisp, West).** For independent electrons in a periodic potential of any strength,

$$N(\mathbf k)\equiv\sum_{\mathbf G}n(\mathbf k+\mathbf G)=\sum_\nu\theta(\mu-\varepsilon_{\nu\mathbf k}),\tag{12}$$

the number of occupied bands at $\mathbf k$.

**Proof.** Sum (4) over all $\mathbf G$. The terms are not negative and finitely many bands are occupied, so the sums may be exchanged:

$$N(\mathbf k)=\sum_\nu\theta(\mu-\varepsilon_{\nu\mathbf k})\sum_{\mathbf G}|c_{\nu\mathbf G}(\mathbf k)|^2.$$

The plane waves $\mathbf k+\mathbf G$ are complete for functions of Bloch vector $\mathbf k$, so the inner sum is the norm of the state, which is one by (3). This proves (12). No expansion in $V$ has been used.

The second-order density obeys the theorem by itself. Let $\mathbf p$ and $\mathbf p'$ run over the set $\{\mathbf k+\mathbf G\}$. Summing (7) gives

$$\sum_{\mathbf p}n(\mathbf p)=\sum_{\mathbf p}f_{\mathbf p}+\sum_{\mathbf p\neq\mathbf p'}w_{\mathbf p\mathbf p'}(f_{\mathbf p'}-f_{\mathbf p}).$$

Exchanging the names $\mathbf p$ and $\mathbf p'$ reverses the sign of the last sum, since $w$ is symmetric, so that sum is zero. What the images gain, the primary sphere has lost.

In the bcc model at $k=0.95k_F$ along 110, the primary density from (7) is 0.99760 and the images sum to 0.00240, of which the nearest supplies 0.00152. The total is 1. At $1.05k_F$ along the same line the total is 0. Folding restores the step.

**A strong potential.** For a test that does not presuppose Bloch's theorem, a ring of 20 cells of 8 bohr with $V(x)=2U\cos Gx$, $G=2\pi/(8\ \text{bohr})$ and $U=0.1$ hartree was diagonalized in real space. The 29 lowest orbitals were filled and Fourier transformed. The bands were counted in a separate plane-wave calculation.

- At $k=2G/20$, the densities at $k$, $k-G$ and $k+G$ are 0.853, 0.098 and 0.048. They sum to 0.999, and all $G$ give 1.00000, with one occupied band.
- At $k=8G/20$ they are 0.967, 0.977 and 0.033. They sum to 1.978, and all $G$ give 2.00000, with two occupied bands.

The largest deviation on the ring is at the level of rounding error. The partial sums show the cost of truncation: a fold that omits some $\mathbf G$ can only be too low.

The same ring with $U=0.002$ hartree tests (7) for $k_F>G/2$. The largest change of $n$ is $1.9\times10^{-4}$, and the formula errs by at most $1.0\times10^{-7}$.

## 9. What the fold loses, and when it fails

$N(\mathbf k)$ gives the position of the Fermi surface in the reduced zone but not the strength of the potential at given occupations. For filled bands it is constant, although $n(\mathbf p)$ is not. The wave-function information lies in the distribution of $n$ among the $\mathbf G$.

**Positron weighting.** If a positron in the periodic state $\psi_+$ annihilates with independent electrons, the measured amplitude is the Fourier transform of $\psi_+\psi_{\nu\mathbf k}$. This product still has Bloch vector $\mathbf k$, but its norm is not one. With $|\psi_+|^2$ normalized to a cell average of one, Parseval's theorem gives

$$N_+(\mathbf k)=\sum_\nu\theta(\mu-\varepsilon_{\nu\mathbf k})\int|\psi_+|^2|\psi_{\nu\mathbf k}|^2\,d^3r.$$

The overlap depends on $\mathbf k$. On the strong-potential ring, with the positron in the ground state of the reversed potential, the fold varies from 0.484 to 0.533 where one band is occupied. Such a variation is not a change of occupation.

**Broken periodicity.** An impurity mixes different $\mathbf k$, so an orbital no longer gives its whole norm to one set $\{\mathbf k+\mathbf G\}$. One impurity on the 20-cell ring, a well $-0.3\,e^{-(x-x_0)^2/(2\ \text{bohr})^2}$ hartree centred on a maximum of the potential, moved the fold by up to 0.18 from the nearest integer (0.12 when centred on a minimum). For a single impurity the typical shift falls as the inverse of the number of cells: at $k=0$ it is 0.025 for 20 cells and 0.003 for 160. The largest shift stays near 0.18, while the median shift over $k$ falls from 0.035 to 0.004.

**Interactions.** In a correlated periodic state, $n(\mathbf p)=\langle a^\dagger_{\mathbf p}a_{\mathbf p}\rangle$ is a diagonal element of the one-body density matrix. The fold is then the trace of its block at $\mathbf k$, the sum of the natural occupations there. These lie between 0 and 1 and need not be integers, so (12) is a statement about independent particles. The numerical output below lists the values behind these notes.

## Calculated quantities

```
BCC MODEL (diag = 55 plane waves, 2nd = second-order formula)
lattice constant a = 8.0 bohr
V110 = 0.004 hartree = 0.1088 eV
V200 = 0.006 hartree = 0.1633 eV
kF = 0.48722 1/bohr
G110 = 1.11072, G200 = 1.57080 1/bohr
kF/(G110/2) = 0.8773, kF/(G200/2) = 0.6204
Image centred on G110: density on the line through the origin
  near edge: p = 0.62350 1/bohr, denominator = 0.07568 hartree, 2nd = 2.7934e-03, diag = 2.3521e-03
  centre: p = 1.11072 1/bohr, denominator = 0.61685 hartree, 2nd = 4.2049e-05, diag = 3.7700e-05
  far edge: p = 1.59794 1/bohr, denominator = 1.15802 hartree, 2nd = 1.1931e-05, diag = 1.0933e-05
Integrated weight per electron (diag: over the free Fermi sphere)
  one 110 image, 2nd = 9.0917e-05
  one 200 image, 2nd = 3.1276e-05
  12 images 110: 2nd = 1.0910e-03, diag = 9.3563e-04
  6 images 200: 2nd = 1.8765e-04, diag = 1.7806e-04
  all images: 2nd = 1.2787e-03, diag (these 18) = 1.1137e-03
Fold at k = 0.95 kF along 110
  primary: 2nd = 0.997600, diag = 0.997955
  nearest image: 2nd = 0.001516, diag = 0.001287
  sum of images, 2nd = 0.002400
  folded total, 2nd = 1.000000
  folded total at 1.05 kF, 2nd = 0.000000
Fermi surface at fixed electron number
  shift of mu: 2nd = -6.8870e-04, diag = -6.4204e-04 hartree
  radius shift along 110: 2nd = 9.9022e-05, diag = 8.4758e-05 1/bohr
  radius shift along 100: 2nd = -7.3960e-05, diag = -6.2668e-05 1/bohr
  radius shift along 111: 2nd = -2.5818e-05, diag = -2.2229e-05 1/bohr
Lower-band weight near the 110 Bragg plane
  xi/V = 0: two-wave = 0.5000, diag = 0.5025, second-order form = divergent
  xi/V = 1: two-wave = 0.1464, diag = 0.1320, second-order form = 0.2500
  xi/V = 3: two-wave = 0.0257, diag = 0.0219, second-order form = 0.0278
RING: 20 cells of 8 bohr, 29 filled orbitals, one spin
weak U = 0.002 hartree: largest change of n = 1.869e-04, formula error = 1.0e-07
strong U = 0.1 hartree, potential 2U cos(Gx)
  k = 2/20 G: n(k) = 0.85325, n(k-G) = 0.09756, n(k+G) = 0.04823, fold = 1.00000, bands = 1
  k = 8/20 G: n(k) = 0.96747, n(k-G) = 0.97740, n(k+G) = 0.03323, fold = 2.00000, bands = 2
largest deviation of fold from band count = 8.9e-16
positron-weighted fold, one-band region: min = 0.4843, max = 0.5327
with one impurity: largest distance of fold from an integer = 0.1765
```
